# Double-grid projection: restricted projectors, aliasing, bias and cost, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The restriction identity and its algebraic consequences

### The form of the answer from linearity, dimension and symmetry

In a real-space implementation of the projector augmented-wave method the smooth orbital $\psi$ is stored as values $\psi_J$ on a grid $X_J = JH$, with $J$ an integer vector in $d$ dimensions, and each atom at position $R$ requires the projections $b=\int p^*(x-R)\,\psi(x)\,d^dx$ on short-ranged projector functions $p$. Hartree atomic units are used throughout.

Consider any rule that computes $b$ from the numbers $\psi_J$ and from samples $p_j=p(x_j-R)$ on a finer grid $x_j=jh$, with $h=H/n$ and $n\ge 2$ an integer. If the rule is linear in the orbital, it is a linear functional on the vector $\psi_J$ and can be written as $b=H^d\sum_J w_J^*\psi_J$ with one definite vector $w_J$. The factor $H^d$ carries the dimension of volume, so $w_J$ has the dimension of $p$. If the rule is also antilinear in the projector, then $w_J=\sum_j K_{Jj}\,p_j$ with a dimensionless matrix $K$. A rule that brings in no length of its own leaves $K$ dependent on the grids through the ratio $n$ alone. A shift by one coarse lattice vector maps both grids onto themselves, so a rule that treats all cells alike has $K_{Jj}=K(j-nJ)$. Finally, for $\psi_J=1$ the rule should return the fine quadrature $h^d\sum_j p_j^*$ for every $p$, which requires $H^d\sum_J K^*_{Jj}=h^d$, or $\sum_J K_{Jj}=n^{-d}$.

The answer is therefore a coarse-grid dot product with a filtered projector, the filter being $n^{-d}$ times a set of weights that add to one. The same symmetry argument shows what can go wrong. The true $b$ is unchanged when atom and orbital move together by any vector, whereas the discrete $b$ is guaranteed to be unchanged for coarse lattice vectors. Its variation with $R$ inside one cell is the egg-box error, and the Ono-Hirose double grid is a choice of $K$ meant to reduce it.

### Assumptions

**A1.** The interpolated orbital is $(C\psi)_j=\sum_J C_{jJ}\psi_J$, with real weights $C_{jJ}$ that do not depend on $\psi$, on the band or on $R$.

**A2.** The projector is continuous and vanishes for $|x-R|\ge r_c$, so every sum over $j$ is finite. The grid is infinite or periodic, so no stencil is cut by a boundary.

**A3.** Where explicit weights are needed, $C_{jJ}=\prod_{\alpha=1}^d\varphi_o\big((j_\alpha-nJ_\alpha)/n\big)$, with $\varphi_o$ the kernel of local Lagrange interpolation of order $o=1$ (two nodes, half-width $a=1$) or $o=3$ (four nodes, half-width $a=2$).

The two grids carry the inner products $\langle f,g\rangle_h=h^d\sum_j f_j^*g_j$ and $\langle f,g\rangle_H=H^d\sum_J f_J^*g_J$. The fine route to the projection is defined as $b=\langle p,C\psi\rangle_h$. Direct sampling means $b^{\rm dir}=H^d\sum_J p^*(X_J-R)\psi_J$.

### Lemma 1 (the kernels)

Both kernels are even. For $t\ge0$, $\varphi_1(t)=1-t$ when $t<1$ and zero beyond, and
$$\varphi_3(t)=\tfrac12(t^2-1)(t-2)\quad(t<1),\qquad \varphi_3(t)=-\tfrac16(t-1)(t-2)(t-3)\quad(1\le t<2),$$
and zero beyond.

*Proof.* Measure position in units of $H$ from the left node of the interval that holds the fine point, so that the point is at $t\in[0,1)$. The Lagrange weight of node $y_i$ is $\prod_{l\ne i}(t-y_l)/(y_i-y_l)$. For nodes $0,1$ the weights are $1-t$ and $t$, which are $1-|t-y_i|$ in both cases. For nodes $-1,0,1,2$ the four weights are
$$-\tfrac16\,t(t-1)(t-2),\quad \tfrac12(t+1)(t-1)(t-2),\quad -\tfrac12(t+1)t(t-2),\quad \tfrac16(t+1)t(t-1).$$
Node $0$ is at distance $t$, and its weight is the first branch. Node $1$ is at distance $\tau=1-t$; with $t+1=2-\tau$, $t=1-\tau$, $t-2=-(1+\tau)$ its weight is $\tfrac12(2-\tau)(1-\tau)(1+\tau)=\tfrac12(\tau^2-1)(\tau-2)$, again the first branch. Node $-1$ is at $\tau=1+t$, and its weight $-\tfrac16(\tau-1)(\tau-2)(\tau-3)$ is the second branch. Node $2$ is at $\tau=2-t$; with $t+1=3-\tau$, $t=2-\tau$, $t-1=1-\tau$ its weight is $\tfrac16(3-\tau)(2-\tau)(1-\tau)$, and the three sign changes give the second branch. $\square$

Both kernels satisfy $\varphi_o(0)=1$ and vanish at the other integers, so $(C\psi)_{nJ}=\psi_J$.

### Theorem 1 (restriction identity)

Under A1 and A2, for every set of values $\psi_J$,
$$h^d\sum_j p_j^*\,(C\psi)_j=H^d\sum_J w_J^*\,\psi_J,\qquad w_J=\frac1{n^d}\sum_j C_{jJ}\,p_j ,$$
that is $w=n^{-d}C^{T}p$. The vector $w$ is unique and does not depend on $\psi$.

*Proof.* Insert A1 into the fine route:
$$b=h^d\sum_j p_j^*\sum_J C_{jJ}\psi_J .$$
By A2 finitely many $j$ contribute, so the sums may be exchanged:
$$b=\sum_J\Big[h^d\sum_j C_{jJ}\,p_j^*\Big]\psi_J .$$
Write $h^d=H^d/n^d$. Since $C_{jJ}$ is real, the bracket equals $H^d\big[n^{-d}\sum_jC_{jJ}p_j\big]^*=H^dw_J^*$. The bracket contains $C$ and $p$ alone, and by A1 neither depends on $\psi$. Uniqueness follows by setting $\psi_J=\delta_{JJ'}$ for each $J'$. $\square$

*Remark 1 (the transpose is an adjoint).* The theorem reads $\langle p,C\psi\rangle_h=\langle n^{-d}C^Tp,\psi\rangle_H$, so $n^{-d}C^T$ is the adjoint of $C$ between the two weighted inner products. It matches the form found at the start, with $K_{Jj}=n^{-d}C_{jJ}$; the condition $\sum_JK_{Jj}=n^{-d}$ says that the interpolation reproduces a constant. For complex weights the same proof gives $C^\dagger$ in place of $C^T$.

*Remark 2 (it is not an inverse).* In one dimension the diagonal element of $n^{-1}C^TC$ for the linear kernel is $n^{-1}\sum_s\varphi_1(s/n)^2$. This is smaller than $n^{-1}\sum_s\varphi_1(s/n)=n^{-1}[1+2\cdot\tfrac{n-1}{2}]=1$, because $0<\varphi_1<1$ at $s=\pm1$. Restriction after interpolation does not return the coarse data, and $w_J$ is a combination of the samples of $p$ near $X_J$ with weights that add to one (some of them negative for the cubic kernel), in general different from $p(X_J-R)$.

*Remark 3 (where the theorem fails).* The step that takes $C$ out of the orbital's hands needs A1. An interpolation whose stencil is chosen by inspecting the data is nonlinear, and no fixed $w$ exists. The theorem also needs an integrand linear in the interpolated quantity. For a local potential, interpolating the orbital gives $h^d\sum_j v_j|(C\psi)_j|^2$, whose coarse matrix $n^{-d}C^T\,{\rm diag}(v)\,C$ couples neighbouring points. Interpolating the density instead makes the integrand linear again, and the theorem applies with $p\to v$ and $\psi_J\to|\psi_J|^2$; the two prescriptions are different discretizations.

The identity is tested in three dimensions with random $\psi_J$, the interpolation being done by solving for local polynomials and the restriction by the kernels of Lemma 1. For the $s$ projector defined in Part II, the two routes both give $-0.0203954244$ in the linear case and, with another random vector, $0.1990266882$ in the cubic case, in bohr$^{3/2}$ for dimensionless $\psi_J$.

### Corollary 1 (the operator)

Let $E=\sum_{il}b_i^*D_{il}b_l$ with a Hermitian matrix $D$ and $b_i$ from the fine route. Then the operator defined by $(V\psi)_J=H^{-d}\,\partial E/\partial\psi_J^*$ is
$$(V\psi)_J=\sum_{il}w_{iJ}\,D_{il}\,\langle w_l,\psi\rangle_H ,$$
it is Hermitian in $\langle\cdot,\cdot\rangle_H$, and its rank does not exceed the number of projectors.

*Proof.* By Theorem 1, $b_i^*=H^d\sum_Jw_{iJ}\psi_J^*$, so $\partial b_i^*/\partial\psi_J^*=H^dw_{iJ}$, while $b_l$ does not depend on $\psi^*$. This gives the formula. Next,
$$\langle\eta,V\psi\rangle_H=\sum_{il}\langle w_i,\eta\rangle_H^*\,D_{il}\,\langle w_l,\psi\rangle_H .$$
Exchanging $\eta$ and $\psi$ and conjugating gives $\sum_{il}\langle w_i,\psi\rangle_H D_{il}^*\langle w_l,\eta\rangle_H^*$, which is the same expression after renaming $i\leftrightarrow l$ and using $D_{li}^*=D_{il}$. The range of $V$ lies in the span of the $w_i$. $\square$

The fine grid has disappeared from both halves of the operation, the projection and the expansion. In the PAW method the energy depends on the atomic density matrix built from $b_i^*b_l$, and $D_{il}$ is the derivative of the energy with respect to it; the chain rule then gives the same $V$. The overlap operator $S=1+\sum_{il}|p_i\rangle Q_{il}\langle p_l|$ has the same separable form and receives the same substitution $p_i\to w_i$.

A mixed scheme that projects with $w_l$ and expands with the samples $p_i(X_J-R)$ has the matrix $H^d\sum_{il}p_i(X_J-R)D_{il}w^*_{lJ'}$. By Remark 2 the left and right vectors differ in general, so the matrix need not be Hermitian and need not be the gradient of $E$. For an $s$ and a $p_z$ projector with a real symmetric $D$, the program asserts that the directional derivative of the fine-route energy equals $2\langle\eta,V\psi\rangle_H$ for real random $\psi$ and $\eta$, and that the mixed scheme misses this derivative and is asymmetric.

### Corollary 2 (forces)

At fixed $\psi_J$ and fixed $D$, for a differentiable projector,
$$-\frac{\partial E}{\partial R}=-2\,{\rm Re}\sum_{il}\langle w_i',\psi\rangle_H^*\,D_{il}\,b_l,\qquad w_i'=n^{-d}C^T\,\frac{\partial p_i(x-R)}{\partial R}.$$

*Proof.* By A1 the weights do not depend on $R$, so differentiating $w_{iJ}=n^{-d}\sum_jC_{jJ}p_i(x_j-R)$ acts on the samples of $p_i$. The product rule on $b_i^*D_{il}b_l$ gives two terms that are complex conjugates of each other for Hermitian $D$. $\square$

The force is the derivative of the discrete energy, egg-box included. For one state constrained by $\langle\psi,S\psi\rangle_H=1$, stationarity of $E-\varepsilon(\langle\psi,S\psi\rangle_H-1)$ with respect to $\psi$ leaves the explicit $R$ dependence, and $D_{il}$ is replaced by $D_{il}-\varepsilon Q_{il}$. For a fixed off-centre Gaussian orbital the finite difference of the fine-route energy and the formula agree, at $-0.0500848$ Ha/bohr for linear and $-0.0519337$ Ha/bohr for cubic weights. The two orders differ by $3.6\%$ of the cubic value, since each force belongs to its own discrete energy.

### Corollary 3 (Bloch states)

Let $\psi(x)=e^{ik\cdot x}u(x)$ with periodic $u$. If $\psi$ is interpolated, $w$ is independent of $k$ and $b=H^d\sum_Jw_J^*e^{ik\cdot X_J}u_J$. If $u$ is interpolated and the phase is evaluated on the fine grid, then
$$b=H^d\sum_J(w^k_J)^*u_J,\qquad w^k=n^{-d}C^T\big(p\,e^{-ik\cdot x}\big).$$

*Proof.* The first case is Theorem 1 with $\psi_J=e^{ik\cdot X_J}u_J$. In the second, $b=h^d\sum_jp_j^*e^{ik\cdot x_j}(Cu)_j$, and $p_j^*e^{ik\cdot x_j}=(p_je^{-ik\cdot x_j})^*$; Theorem 1 applies with this product as projector. $\square$

The second route stores one complex vector per $k$ point. In exchange the Bloch phase is never interpolated: for constant $u$, $Cu=u$ and $b$ equals the fine quadrature of the true orbital. The identity for $w^k$ is tested in one dimension with random complex $u_J$.

### Lemma 2 (interpolation defect and its averages)

Let $I$ denote one-dimensional interpolation of order $o$, let $t\in[0,1)$ be the position in the interval in units of $H$, and $\upsilon=t(1-t)$. Then $I[x^l]=x^l$ for $l\le o$, and
$$I[x^{o+1}]=x^{o+1}-H^{o+1}\omega_o(t),\qquad \omega_1=-\upsilon,\qquad \omega_3=\upsilon^2+2\upsilon .$$
The averages over the fine points $t=s/n$, $s=0,\dots,n-1$, are $\langle\upsilon\rangle=(n^2-1)/6n^2$ and $\langle\upsilon^2\rangle=(n^4-1)/30n^4$.

*Proof.* On an interval, $I[f]$ is the polynomial of degree $\le o$ that agrees with $f$ at $o+1$ nodes; it is unique, so it is $f$ itself when $f$ has degree $\le o$. The difference $x^{o+1}-I[x^{o+1}]$ has degree $o+1$, leading coefficient one, and vanishes at the nodes, so it is $H^{o+1}\prod_i(t-y_i)$. For $o=1$ the product is $t(t-1)=-\upsilon$. For $o=3$ it is $t(t-1)\cdot(t+1)(t-2)$, and $(t+1)(t-2)=t^2-t-2=-(\upsilon+2)$, so the product is $\upsilon(\upsilon+2)$.

The power sums over $s=0,\dots,n-1$ are $S_1=\tfrac{n(n-1)}2$, $S_2=\tfrac{n^3}3-\tfrac{n^2}2+\tfrac n6$, $S_3=\tfrac{n^4}4-\tfrac{n^3}2+\tfrac{n^2}4$ and $S_4=\tfrac{n^5}5-\tfrac{n^4}2+\tfrac{n^3}3-\tfrac n{30}$, each verified by induction on $n$. Then
$$\langle\upsilon\rangle=\frac{nS_1-S_2}{n^3}=\frac{n^3/6-n/6}{n^3}=\frac{n^2-1}{6n^2},$$
$$\langle\upsilon^2\rangle=\frac{n^2S_2-2nS_3+S_4}{n^5}=\frac{n^5/30-n/30}{n^5},$$
where the $n^5$ terms add to $\tfrac13-\tfrac12+\tfrac15=\tfrac1{30}$, the $n^4$ terms to $-\tfrac12+1-\tfrac12=0$ and the $n^3$ terms to $\tfrac16-\tfrac12+\tfrac13=0$. $\square$

Define the positive constants
$$\kappa_1=\tfrac12\langle\upsilon\rangle=\frac{n^2-1}{12n^2},\qquad \kappa_3=\tfrac1{24}\langle\upsilon^2+2\upsilon\rangle .$$
For $n=3$, $\kappa_1=8/108=0.074074$ and $\kappa_3=(80/2430+16/54)/24=0.013717$.

### Corollary 4 (moments)

Under A1 to A3, for real $p$, $H^d\sum_Jw_JX_J^{\beta}=h^d\sum_jp_jx_j^{\beta}$ for every monomial $x^\beta$ whose exponents are each at most $o$. For the monomial $x_1^{o+1}$ the left side exceeds the right by $-H^{o+1}h^d\sum_jp_j\,\omega_o(t_j)$.

*Proof.* Take $\psi_J=X_J^\beta$ in Theorem 1. By A3 the interpolation factorizes over directions, and Lemma 2 applies to each factor. $\square$

The restricted projector thus keeps the low multipole moments of the finely sampled one. If $p$ varies slowly over a cell, $\omega_o(t_j)$ may be replaced by its average, and the first defect is $+2\kappa_1H^2\int p$ for linear and $-24\kappa_3H^4\int p$ for cubic weights; the neglected terms are Fourier components of $p$ at reciprocal vectors of the grid. With $H=0.4$ bohr and $\int p=1.84724$ bohr$^{3/2}$, the estimates are $2\times0.074074\times0.16\times1.84724=0.04379$ bohr$^{7/2}$ and $-24\times0.013717\times0.0256\times1.84724=-0.01557$ bohr$^{11/2}$, against computed defects of $0.04380$ and $-0.01557$. The linear restriction broadens the projector.

### Proposition 1 (support and cost)

Let $d=3$, $\rho=r_c/H$ and $\ell=2(a-1/n)$. Under A1 to A3, $w_J\neq0$ requires that the cube of side $\ell H$ centred on $X_J$ come closer than $r_c$ to $R$. The number of nonzero $w_J$, averaged over $R$ uniform in a cell, is at most
$$N(\ell)=\ell^3+6\ell^2\rho+3\pi\ell\rho^2+\tfrac{4\pi}3\rho^3 ,$$
and $N(\ell)<N(2a)$ for every $n$.

*Proof.* A nonzero $w_J$ needs a fine point with $p_j\ne0$ and $C_{jJ}\neq0$. The first condition requires $|x_j-R|<r_c$. The second requires $|j_\alpha-nJ_\alpha|<an$, hence at most $an-1$ since the indices are integers, which places $x_j$ in the cube of half-side $(a-1/n)H$. So $R-X_J$ lies in the set $\mathcal K$ of points within $r_c$ of that cube centred at the origin. The average number of such $J$ is $H^{-3}\int_{\rm cell}\sum_J1_{\mathcal K}(R-X_J)\,d^3R=H^{-3}\,{\rm vol}\,\mathcal K$, because the shifted cells tile space. Sort the points of $\mathcal K$ by the nearest part of the cube: the cube itself has volume $\ell^3$ in units of $H^3$, six slabs on the faces have $6\ell^2\rho$, twelve quarter cylinders on the edges have $12\cdot\tfrac14\pi\rho^2\ell$, and eight octants at the corners make one ball. This is the Steiner formula. $N$ increases with $\ell$, and $\ell<2a$. $\square$

The mean count for direct sampling is $N(0)$ by the same tiling argument, and the mean number of fine points in the sphere is $n^3N(0)$. For $\rho=1.2/0.4=3$, $N(0)=113$. At $n=3$ the linear case has $\ell=4/3$ and $N=2.4+32+113.1+113.1=261$, and the cubic case has $\ell=10/3$ and $N=37.0+200+282.7+113.1=633$. The counts averaged over 30 random positions, with a sampling uncertainty of up to a few points that also affects the last digit of the ratios below, are $260$ and $630$, so the bound is nearly attained in this model. At $n=5$ they are $298$ and $697$, below the bounds $363$ and $804$ that hold for any $n$.

*Remark 4 (cost at run time).* The work per band, atom and projector is one dot product of length at most $N(\ell)$ on average. It carries no factor $n^3$. The explicit fine route needs a dot product over $3052$ points at $n=3$ and $14136$ at $n=5$, before any interpolation is counted; the cubic $w$ is shorter by $3052/630=4.8$ and $14136/697=20$. Relative to direct sampling, however, the dot product is longer by $2.30$ (linear) and $5.58$ (cubic) at $n=3$, and by $2.65$ and $6.18$ at $n=5$. The ratio $N(\ell)/N(0)=1+9\ell/4\rho+O(\rho^{-2})$ tends to one for $r_c\gg H$, the limit in which the coarse grid resolves by itself a projector whose structure scales with $r_c$. There is also a setup cost. Each fine point feeds at most $(2a)^3$ coarse points, so building a cubic $w$ at $n=3$ by plain scattering takes at most about $64\times3052\approx2\times10^5$ multiply-adds. This cost does not grow with the number of bands or of iterations at fixed geometry, and it recurs when the atom moves, because $p_j$ depends on $R$. The fine grid is thus absent from the band loop, but not from the setup.

## Part II. Aliasing, bias and a worked example

The following is taken over from Part I. The coarse grid is $X_J=JH$, the fine grid $x_j=jh$ with $h=H/n$. The interpolation weights are $C_{jJ}=\varphi_o\big((j-nJ)/n\big)$ per direction, with even Lagrange kernels of order $o=1$ or $3$ that equal one at zero and vanish at the other integers (Lemma 1). The double-grid projection is $b=h^d\sum_jp_j^*(C\psi)_j=H^d\sum_Jw_J^*\psi_J$ with $w=n^{-d}C^Tp$ (Theorem 1), and direct sampling is $b^{\rm dir}=H^d\sum_Jp^*(X_J-R)\psi_J$. Polynomials of degree $\le o$ are reproduced, the first defect is the nodal polynomial $\omega_o(t)$ with averages $\langle\omega_1\rangle=-2\kappa_1$ and $\langle\omega_3\rangle=24\kappa_3$, and $\kappa_1=0.074074$, $\kappa_3=0.013717$ for $n=3$ (Lemma 2). Theorem 1 says nothing about accuracy, since both of its sides share the same error. That error is found in one dimension first, with
$$G=\frac{2\pi}H,\qquad P(q)=\int p^*(y)\,e^{iqy}\,dy,\qquad c(q)=\frac1n\sum_{s\in\mathbb Z}\varphi_o(s/n)\,e^{-iqsh}.$$
For $\psi=e^{ikx}$ the true projection is $P(k)e^{ikR}$.

### Lemma 3 (Poisson summation)

Let $p$ be continuous, of compact support or rapid decay, with $\sum_m|P(q+mg)|<\infty$ for $g=2\pi/\Delta$. Then
$$\Delta\sum_jp^*(j\Delta-R)\,e^{iqj\Delta}=\sum_{m\in\mathbb Z}P(q+mg)\,e^{i(q+mg)R}.$$

*Proof.* Set $f(y)=p^*(y)e^{iqy}$ and $T(R)=\Delta\sum_jf(j\Delta-R)$, a continuous function of period $\Delta$. Its coefficient of $e^{imgR}$ is $\sum_j\int_0^\Delta f(j\Delta-R)e^{-imgR}dR$. With $y=j\Delta-R$ and $e^{-imgj\Delta}=1$ the phase becomes $e^{imgy}$, the intervals tile the line, and the coefficient is $\int f(y)e^{imgy}dy=P(q+mg)$. The series converges absolutely to a continuous function, hence to $T$. The left side of the lemma is $e^{iqR}T(R)$. $\square$

The double-grid projection has been shown to equal a coarse-grid dot product with a fixed restricted projector, with consequences for the operator, forces, Bloch states, moments and cost, and the Poisson summation formula is in place. What remains is to find the aliasing and bias of this projection and to test them in a worked example.
